First-order hydrogen desorption from Si(001) does not imply single atoms

Take a Si(001) surface on which every surface dimer carries two hydrogen atoms, one on each silicon atom, and suppose that the hydrogen cannot hop. Compare two ways of emptying it.

In the first, each atom leaves by itself, with probability k per unit time, whatever its neighbour does. If θ is the fraction of occupied sites, then

dθ/dt = −kθ.

In the second, no atom ever leaves alone. The two atoms on a dimer leave together as H₂, with probability k per unit time for each pair. Let there be N dimers, hence 2N sites, and let θ₂ be the fraction of dimers that are doubly occupied. There are kNθ₂ events per unit time, and each empties two of the 2N sites, so

dθ/dt = −(2/2N) kNθ₂ = −kθ₂.

Every remaining atom still has its partner, so θ₂ = θ, and again dθ/dt = −kθ. Both surfaces follow θ = e^(−kt). The decay is first order in both cases, with the same rate constant, although one surface releases atoms and the other molecules.

The difference lies in what stays behind. Let q = e^(−kt) be the surviving fraction. On the first surface each site is occupied independently with probability q, so a fraction 2q(1 − q) of the dimers holds one atom. On the second surface that fraction is zero. After one half-life the coverage is 0.5 on both, but half the dimers are singly occupied on the first and none on the second. The coverage curve does not contain this information. Hopping would blur the distinction, because single atoms could then pair and pairs could split.

**The belief and its appeal**

The belief to be examined runs as follows. Making H₂ takes two adsorbed atoms, so recombinative desorption should go as θ². If the measured rate goes as θ, no partner is needed, and the atoms must be leaving one by one.

The first half of this argument is sound under a condition that is easily left unstated. If the atoms are placed at random, the probability that both sites of a dimer are filled is θ·θ, and the rate of pair desorption is kθ². The condition is random placement. What enters the rate is the number of configurations from which the event can start. If the rate constant for each of them does not vary with coverage, the kinetic order records how their number does. It does not count the atoms that leave. If hydrogen atoms prefer to share a dimer, the number of pairs can grow nearly in proportion to the number of atoms.

There is a physical reason for such a preference. The two silicon atoms of a bare dimer have a weak second bond between them. The first hydrogen atom breaks it, and the second finds a dangling bond ready. Two singly occupied dimers can therefore lower their energy by becoming one full dimer and one bare one. Call the energy released ε.

**How many atoms are paired?**

Now let the hydrogen hop so fast that the dimers stay in equilibrium while desorption proceeds slowly. Assume that different dimers do not interact, that nothing readsorbs, that there are no dihydride or step sites, and that H₂ leaves from doubly occupied dimers. This is a model of prepairing. It does not settle the microscopic path on the real surface, where a path across neighbouring dimers is also conceivable. For such a path too, the order would depend on how the number of its starting configurations varies with coverage.

Let θ₀, θ₁ and θ₂ be the fractions of dimers with no, one and two atoms. Give a bare dimer the statistical weight 1 and each of the two singly occupied states the weight z, which is fixed by the coverage. Relative to two separate single atoms, a pair is lower in energy by ε, so its weight is Kz², with

K = exp(ε/k_BT).

Differences in vibrational entropy are neglected here. The fractions are in the ratio θ₀ : θ₁ : θ₂ = 1 : 2z : Kz², and z cancels from

θ₂θ₀/θ₁² = Kz²/(2z)² = K/4.

The coverage per site is θ = θ₂ + θ₁/2. Write s = θ₁/2. Then

θ₂ = θ − s,
θ₀ = 1 − θ₁ − θ₂ = 1 − 2s − (θ − s) = 1 − θ − s.

With θ₁² = 4s², the equilibrium condition becomes

(θ − s)(1 − θ − s) = Ks².

The left side is θ(1 − θ) − s + s², so

(K − 1)s² + s − θ(1 − θ) = 0.

For K > 1 the non-negative root is

s = (r − 1)/[2(K − 1)],  r = √[1 + 4(K − 1)θ(1 − θ)].

Multiplying numerator and denominator by r + 1, and using r² − 1 = 4(K − 1)θ(1 − θ), gives a form that also holds at K = 1:

s = 2θ(1 − θ)/(1 + r).

Without a pairing energy, K = 1 and r = 1, so s = θ(1 − θ) and θ₂ = θ²: random placement and second order. As K → ∞ at fixed θ, s → 0 and θ₂ → θ: complete pairing and first order. The molecule that leaves is H₂ in both limits.

**The order between the limits**

The local order is the slope of the rate on logarithmic axes,

n = d ln θ₂/d ln θ = (θ/θ₂)(1 − ds/dθ).

Differentiating the quadratic equation for s gives

[2(K − 1)s + 1] ds/dθ = 1 − 2θ.

By the expression for the root, the bracket equals r, so ds/dθ = (1 − 2θ)/r and

n = θ[r − (1 − 2θ)]/(rθ₂).

The pair fraction can be brought to a similar form:

θ₂ = θ − 2θ(1 − θ)/(1 + r)
  = θ[1 + r − 2 + 2θ]/(1 + r)
  = θ[r − (1 − 2θ)]/(1 + r).

The factor θ[r − (1 − 2θ)] cancels, leaving

n = (1 + r)/r = 1 + 1/r.

Within this model, for K ≥ 1, the order lies between one and two. It is lowest at θ = 1/2, where θ(1 − θ) is largest; there r = √K and n = 1 + 1/√K. Near-first-order behaviour requires 4(K − 1)θ(1 − θ) ≫ 1. The approach is slow, since at θ = 1/2 the excess over one falls only as 1/√K.

At finite K the order returns to two at both ends of the coverage range. For θ much smaller than 1/K, the quadratic equation gives s ≈ θ − Kθ², hence θ₂ ≈ Kθ². Atoms are then so sparse that the entropy of spreading out defeats the pairing energy, and most of them are single. Near saturation, set η = 1 − θ, with η much smaller than 1/K. Since s is unchanged when θ and 1 − θ are exchanged, s ≈ η and θ₂ ≈ 1 − 2η. The missing atoms are now mostly isolated, and each one spoils a whole pair. In this range a small fractional loss of coverage costs twice that fraction of the rate, which is a logarithmic slope of two.

A direct canonical sum over the occupations of 200,000 dimers tests these results without using the equilibrium condition. It agrees with the pair fraction to within 0.5 per cent and with the local order to within 0.01 at seven coverages from 0.001 to 0.999.

**A number for the refutation**

Choose round parameters of the rough size relevant to this surface: T = 800 K, ε = 0.25 eV, a barrier of 2.5 eV for H₂ desorption, and a prefactor of 10¹⁵ s⁻¹. With k_BT = 0.06894 eV,

K = exp(0.25/0.06894) = 37.6,
k = 10¹⁵ exp(−2.5/0.06894) s⁻¹ = 0.178 s⁻¹.

The equilibrium fractions give:

θ = 0.1: θ₂/θ = 0.62, n = 1.27
θ = 0.4: θ₂/θ = 0.83, n = 1.17
θ = 0.8: θ₂/θ = 0.93, n = 1.20

At θ = 0.4, 83 per cent of the atoms are paired; random placement would pair 40 per cent. Between coverages 0.1 and 0.8 the mean logarithmic slope is

ln(0.7461/0.0622)/ln 8 = 1.195.

This is much closer to one than to two, but it is not one. With this pairing energy, sufficiently precise data would show the deviation.

Half-lives show the same thing in time. From dθ/dt = −kθ₂, the time needed to fall from θ to θ/2 satisfies

kt = ∫ dc/θ₂(c), from c = θ/2 to c = θ.

For ideal first order θ₂ = c, and the result is ln 2 = 0.693 at every starting coverage. For random placement θ₂ = c², and the result is 2/θ − 1/θ = 1/θ, which doubles at each halving. For three successive halvings the values of kt are:

from 0.8: 0.790 with pairing, 1.25 at random
from 0.4: 0.889 with pairing, 2.50 at random
from 0.2: 1.025 with pairing, 5.00 at random

With k = 0.178 s⁻¹, the half-lives with pairing are 4.4, 5.0 and 5.8 s. The third is 30 per cent longer than the first, whereas random placement would make it four times as long. Over a narrow range of coverage, or with scattered data, such a decay could be mistaken for an exactly first-order one, yet in this model every hydrogen atom leaves in a molecule.

**When the pairs must first form**

The near-first-order law needs pairs that are already there or are replenished quickly. To see what happens otherwise, let a single atom try to hop at rate h to a site chosen at random from the whole surface. This is a mean-field picture, without distances. The chosen site is the vacant half of a singly occupied dimer with probability θ₁/2, so pairs form at the rate hθ₁²/2 per dimer. An atom in a pair must give up the pairing energy, so its hopping rate is h/K. There are 2θ₂ such atoms per dimer, and their chosen site lies on a bare dimer with probability θ₀. The net pairing rate is

J = h(θ₁²/2 − 2θ₂θ₀/K),

and the populations obey

dθ₂/dt = J − kθ₂,  dθ₁/dt = −2J.

Adding the first equation to half the second recovers dθ/dt = −kθ₂. Setting J = 0 gives θ₂θ₀/θ₁² = K/4, as it must. Integrated with h/k = 10⁵ from the equilibrium populations at θ = 0.8, these equations reproduce the three half-lives with pairing to the digits given above.

Now start with all atoms single and make desorption much faster than hopping. A pair leaves almost as soon as it forms, so θ₂ stays close to zero, θ₁ ≈ 2θ, and the rate of loss equals the rate of meeting:

dθ/dt ≈ −hθ₁²/2 = −2hθ².

The half-life is (1/2h)(2/θ − 1/θ) = 1/(2hθ), or 1.25/h from θ = 0.4 and 2.50/h from θ = 0.2. Integration of the full equations with k/h = 10⁶ gives these same values. The pairing energy and the desorbing molecule are unchanged, but the order is now two, because the slow step is the meeting of two atoms.

If hopping is absent altogether and some atoms start single, those atoms stay. The pairs decay as θ₂(0)e^(−kt), and the coverage tends to θ₁(0)/2 instead of zero. The decay towards that residue is first order, and again only molecules leave.

**What can count against single atoms**

Since a first-order decay does not by itself identify the route, as the two surfaces without hopping showed, another kind of evidence is needed, and energy supplies one. Let Q be the energy needed to release H₂ from a paired dimer, and D₀ the energy needed to split H₂ into atoms. Taking both atoms off separately leads to the same final state as releasing H₂ and then splitting it. If E₂ is the cost of removing an atom from a pair and E₁ that of removing the remaining one, then

E₂ + E₁ = Q + D₀.

Removing one atom from a pair and putting one back on a bare dimer turns a full and a bare dimer into two singly occupied ones. This costs ε, so

E₂ − E₁ = ε.

Half the sum and half the difference of these equations give

E₁ = (Q + D₀ − ε)/2,  E₂ = (Q + D₀ + ε)/2.

A barrier cannot be lower than the energy by which the final state lies above the initial one, so E₁ and E₂ are lower bounds on the barriers for atomic desorption.

Full configuration interaction for H₂ in the cc-pVTZ basis gives a well depth of 4.70 eV. Subtracting a harmonic zero-point energy of 0.27 eV leaves D₀ = 4.43 eV. This value is not converged in its last digit. The well depth rises to 4.73 eV in cc-pVQZ and 4.74 eV in cc-pV5Z, while anharmonicity lowers the zero-point energy by only 0.003 eV, so the larger basis gives D₀ ≈ 4.47 eV. The cc-pVTZ value is kept below. With the model value Q = 2.0 eV,

E₁ = (2.0 + 4.43 − 0.25)/2 eV = 3.09 eV,
E₂ = (2.0 + 4.43 + 0.25)/2 eV = 3.34 eV.

Both exceed the 2.5 eV barrier for H₂. If all routes have the same prefactor, the flux of hydrogen leaving as atoms, relative to that leaving in molecules, is at most

[θ₁ exp(−E₁/k_BT) + 2θ₂ exp(−E₂/k_BT)] / [2θ₂ exp(−2.5 eV/k_BT)].

At θ = 0.4, where θ₁ = 0.137 and θ₂ = 0.332, this is about 5 × 10⁻⁵. With D₀ = 4.47 eV, E₁ and E₂ rise by 0.02 eV to 3.11 and 3.36 eV and the bound falls to about 3 × 10⁻⁵, which leaves the conclusion intact.

The conclusion does depend on the coverage, on Q and on the prefactors. In a very sparse layer, with θ much smaller than 1/K, nearly all atoms are single and θ₁/θ₂ ≈ 2/(Kθ), so the bound grows as 1/θ and eventually excludes nothing. The bound E₁ falls to the H₂ barrier when

Q = 2 × 2.5 eV − D₀ + ε = 0.82 eV.

With D₀ = 4.47 eV this becomes 0.78 eV. Near or below that value this argument would not exclude a substantial atomic flux, though it would not establish one either. An atomic prefactor larger than the molecular one by a factor of about 2 × 10⁴ (3 × 10⁴ with D₀ = 4.47 eV) would have a similar effect. These are questions about energies and attempt rates, and a first-order decay curve does not answer them. The main values, computed with the cc-pVTZ dissociation energy, are in the numerical output that follows.

Computed results

```
Temperature: 800 K;  kB T: 0.06894 eV
Pairing energy: 0.25 eV;  K: 37.58;  1/K: 0.0266
Desorption barrier: 2.50 eV;  prefactor: 1.0e+15 1/s
Rate constant k: 0.1781 1/s
Coverage, theta2, theta1, theta2/theta, local order (no units):
  0.001  0.000035  0.001930  0.0351  1.9341
  0.100  0.062217  0.075566  0.6222  1.2657
  0.200  0.146134  0.107733  0.7307  1.2024
  0.400  0.331522  0.136956  0.8288  1.1664
  0.500  0.429874  0.140251  0.8597  1.1631
  0.800  0.746134  0.107733  0.9327  1.2024
  0.999  0.998035  0.001930  0.9990  1.9341
Mean log-log slope of rate, coverage 0.1 to 0.8: 1.195
Half-lives times k: start, pairing, random (K=1), ideal first order:
  0.8  0.7901  1.2500  0.6931
  0.4  0.8894  2.5000  0.6931
  0.2  1.0254  5.0000  0.6931
Half-lives with pairing from 0.8, 0.4, 0.2 (s): 4.44 4.99 5.76
Ideal first-order half-life: 3.89 s
Same half-lives times k from explicit hopping, h/k = 1e5: 0.7901 0.8894 1.0254
Meeting-limited half-lives times h from 0.4, 0.2 (k/h = 1e6): 1.2500 2.5000
Frozen hopping, full surface after one half-life:
  atom route: coverage 0.500, theta1 0.500
  pair route: coverage 0.500, theta1 0.000
H2 full CI/cc-pVTZ bond length: 1.4033 bohr
H2 De: 4.700 eV;  harmonic zero-point: 0.273 eV;  D0: 4.426 eV
H2 release energy Q: 2.00 eV
Atom removal from singly occupied dimer: 3.088 eV
Atom removal from paired dimer: 3.338 eV
Bound on atom/H2-borne H flux at coverage 0.4: 4.59e-05
Q at which single-atom bound equals H2 barrier: 0.824 eV
```
